# Sheet resistance from two van der Pauw readings by Newton iteration: a program that tests the result

```python
# Result under test: for a uniform, hole-free film with four point contacts
# 1,2,3,4 in order on its edge,
#     exp(-pi*RA/Rs) + exp(-pi*RB/Rs) = 1,
# and Newton iteration in x = pi/Rs from x0 = 2 ln2/(RA+RB) finds Rs.
# RA = (V4-V3)/I with current I in at 1, out at 2   [ohm]
# RB = (V1-V4)/I with current I in at 2, out at 3   [ohm]
# Rs = sheet resistance [ohm per square].
# The readings come from a finite-element solution of the current flow,
# which makes no use of the equation under test.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

CONTACT_DEGREES = np.array([20, 80, 200, 260])


def coupon_radius(angle):
    """Outline of the irregular coupon, in mm."""
    return 5.0 * (1 + 0.2 * np.cos(2 * angle) + 0.1 * np.sin(3 * angle))


def disc_radius(angle):
    return 5.0 + 0.0 * angle


def measure_film(outline, sheet, rings=100, spokes=360, hole=0.0,
                 half_width=0, inset=0, gradient=0.0):
    """Linear finite elements; returns RA, RB, two-terminal R, area (mm^2).
    hole: inner/outer radius; half_width: contact half-length in mesh nodes;
    inset: contact distance from the edge in rings;
    gradient: relative change of sheet conductance over 5 mm along x."""
    angle = 2 * np.pi * np.arange(spokes) / spokes
    scale = np.linspace(hole, 1.0, rings + 1)
    x = np.outer(scale, outline(angle) * np.cos(angle)).ravel()
    y = np.outer(scale, outline(angle) * np.sin(angle)).ravel()
    index = np.arange(x.size).reshape(rings + 1, spokes)
    inner, outer = index[:-1], index[1:]
    inner_next = np.roll(inner, -1, axis=1)
    outer_next = np.roll(outer, -1, axis=1)
    triangles = np.concatenate([
        np.stack([inner, outer, outer_next], -1).reshape(-1, 3),
        np.stack([inner, outer_next, inner_next], -1).reshape(-1, 3)])
    tx, ty = x[triangles], y[triangles]
    grad_x = ty[:, [1, 2, 0]] - ty[:, [2, 0, 1]]
    grad_y = tx[:, [2, 0, 1]] - tx[:, [1, 2, 0]]
    twice_area = np.sum(tx * grad_x, axis=1)
    keep = twice_area > 1e-9 * twice_area.max()
    triangles, tx = triangles[keep], tx[keep]
    grad_x, grad_y = grad_x[keep], grad_y[keep]
    twice_area = twice_area[keep]
    conductance = (1 + gradient * tx.mean(axis=1) / 5.0) / sheet
    local = (grad_x[:, :, None] * grad_x[:, None, :]
             + grad_y[:, :, None] * grad_y[:, None, :])
    local *= (conductance / (2 * twice_area))[:, None, None]

    # nodes at equal potential (film centre, metal contacts) are merged
    label = np.arange(x.size)
    if hole == 0.0:
        label[:spokes] = 0
    places = CONTACT_DEGREES * spokes // 360
    contacts = index[rings - inset, places]
    for place, node in zip(places, contacts):
        arc = (place + np.arange(-half_width, half_width + 1)) % spokes
        label[index[rings - inset, arc]] = node
    compact = np.unique(label, return_inverse=True)[1]
    triangles, contacts = compact[triangles], compact[contacts]
    size = compact.max() + 1
    rows = np.repeat(triangles, 3, axis=1).ravel()
    cols = np.tile(triangles, (1, 3)).ravel()
    # a grounding resistor fixes the zero of potential; balanced currents
    # send nothing through it
    rows = np.append(rows, contacts[3])
    cols = np.append(cols, contacts[3])
    values = np.append(local.ravel(), 1.0 / sheet)
    matrix = coo_matrix((values, (rows, cols)), shape=(size, size)).tocsc()
    current = np.zeros((size, 2))
    current[contacts[0], 0], current[contacts[1], 0] = 1.0, -1.0
    current[contacts[1], 1], current[contacts[2], 1] = 1.0, -1.0
    volt = splu(matrix, permc_spec="MMD_AT_PLUS_A").solve(current)[contacts]
    return (volt[3, 0] - volt[2, 0], volt[0, 1] - volt[3, 1],
            volt[0, 0] - volt[1, 0], twice_area.sum() / 2)


def newton_trace(ra, rb):
    """All Newton iterates of x = pi/Rs, in 1/ohm."""
    assert ra > 0 and rb > 0
    small, large = min(ra, rb), max(ra, rb)
    x = 2 * np.log(2) / (ra + rb)
    trace = [x]
    for _ in range(100):
        value = np.exp(-x * large) + np.expm1(-x * small)
        slope = small * np.exp(-x * small) + large * np.exp(-x * large)
        step = value / slope
        x += step
        trace.append(x)
        if abs(step) <= 1e-12 * x:
            return trace
    raise RuntimeError("Newton iteration did not converge")


def sheet_from(ra, rb):
    return np.pi / newton_trace(ra, rb)[-1]


# --- half-plane: build both resistances from the logarithmic potential ---
g1, g2, g3 = sp.symbols("g1 g2 g3", positive=True)
pos = [sp.Integer(0), g1, g1 + g2, g1 + g2 + g3]


def potential(at, source, sink):   # in units of I*Rs/pi
    def distance(i, j):
        return pos[max(i, j)] - pos[min(i, j)]
    return -sp.log(distance(at, source)) + sp.log(distance(at, sink))


drop_a = potential(3, 0, 1) - potential(2, 0, 1)
drop_b = potential(0, 1, 2) - potential(3, 1, 2)
assert sp.simplify(sp.exp(-drop_a) + sp.exp(-drop_b) - 1) == 0

# --- disc: flow solution against the chord formulas ---
set_sheet = 90.0
disc_a, disc_b, _, _ = measure_film(disc_radius, set_sheet)
rad = np.radians(CONTACT_DEGREES)
chord = np.abs(np.sin((rad[:, None] - rad[None, :]) / 2))
cross = chord[3, 1] * chord[2, 0]
chord_a = -set_sheet / np.pi * np.log(chord[3, 0] * chord[2, 1] / cross)
chord_b = -set_sheet / np.pi * np.log(chord[3, 2] * chord[1, 0] / cross)
assert abs(disc_a - chord_a) < 5e-4 * set_sheet
assert abs(disc_b - chord_b) < 5e-4 * set_sheet

# --- irregular coupon: recovery of the set value, and mesh convergence ---
fine = measure_film(coupon_radius, set_sheet)
coarse = measure_film(coupon_radius, set_sheet, rings=50, spokes=180)
point_sheet = sheet_from(fine[0], fine[1])
fine_error = abs(point_sheet / set_sheet - 1)
coarse_error = abs(sheet_from(coarse[0], coarse[1]) / set_sheet - 1)
assert fine_error < 1e-3
assert fine_error < 0.5 * coarse_error

# --- worked example: readings as a meter would show them ---
RA, RB = round(fine[0], 3), round(fine[1], 3)
trace = newton_trace(RA, RB)
Rs = np.pi / trace[-1]
assert abs(Rs / set_sheet - 1) < 1e-3
thickness_nm, thickness_error_nm = 20.0, 0.5
resistivity = Rs * thickness_nm * 1e-9 * 1e8     # microohm cm

# --- Newton against a bracketing solver, for a wide range of ratios ---
steps_for_ratio = {}
for ratio in (1.0, 2.0, 10.0, 100.0, 1e4):
    path = np.array(newton_trace(1.0 / ratio, 1.0))

    def balance(x, r=ratio):
        return np.exp(-x / r) + np.exp(-x) - 1

    bracketed = brentq(balance, 0.0, 1.01 * np.log(2) * ratio,
                       xtol=1e-14, rtol=1e-14, maxiter=500)
    assert abs(path[-1] / bracketed - 1) < 1e-10
    assert np.all(np.diff(path) > -1e-12 * path[-1])
    assert path[0] <= bracketed * (1 + 1e-12)
    assert bracketed <= np.log(2) * ratio * (1 + 1e-12)
    steps_for_ratio[ratio] = len(path) - 1

# --- monotone approach and quadratic error law, in 60-digit arithmetic ---
mp.mp.dps = 60
ra_mp, rb_mp = mp.mpf(float(RA)), mp.mpf(float(RB))


def f_mp(x):
    return mp.exp(-x * ra_mp) + mp.exp(-x * rb_mp) - 1


low, high = mp.mpf(0), mp.log(2) / min(ra_mp, rb_mp) * 2
for _ in range(210):
    middle = (low + high) / 2
    if f_mp(middle) > 0:
        low = middle
    else:
        high = middle
root = (low + high) / 2
x_mp = 2 * mp.log(2) / (ra_mp + rb_mp)
errors = [root - x_mp]
for _ in range(4):
    x_mp += f_mp(x_mp) / (ra_mp * mp.exp(-x_mp * ra_mp)
                          + rb_mp * mp.exp(-x_mp * rb_mp))
    errors.append(root - x_mp)
assert all(errors[n] > errors[n + 1] > 0 for n in range(4))
weight_a, weight_b = np.exp(-np.pi * RA / Rs), np.exp(-np.pi * RB / Rs)
slope_root = weight_a * RA + weight_b * RB
law = (weight_a * RA**2 + weight_b * RB**2) / (2 * slope_root)
observed = float(errors[4] / errors[3]**2)
assert abs(observed / law - 1) < 1e-5

# --- Newton in Rs itself, from five times the root ---
start = 5 * Rs
ea, eb = np.exp(-np.pi * RA / start), np.exp(-np.pi * RB / start)
bad_step = start - (ea + eb - 1) / (np.pi * (RA * ea + RB * eb) / start**2)
assert bad_step < 0

# --- sensitivity to the readings ---
sens_a, sens_b = Rs * weight_a / slope_root, Rs * weight_b / slope_root
d = 1e-3
diff_a = (sheet_from(RA + d, RB) - sheet_from(RA - d, RB)) / (2 * d)
diff_b = (sheet_from(RA, RB + d) - sheet_from(RA, RB - d)) / (2 * d)
assert abs(diff_a / sens_a - 1) < 1e-5 and abs(diff_b / sens_b - 1) < 1e-5

# --- effects left out of the model, on the same coupon ---
wide = measure_film(coupon_radius, set_sheet, half_width=6)
inset = measure_film(coupon_radius, set_sheet, inset=10)
holed = measure_film(coupon_radius, set_sheet, hole=0.2)
sloped = measure_film(coupon_radius, set_sheet, gradient=0.02)


def shift_percent(film):
    return 100 * (sheet_from(film[0], film[1]) / point_sheet - 1)


assert abs(shift_percent(wide)) > 300 * fine_error
assert abs(shift_percent(inset)) > 300 * fine_error
assert shift_percent(holed) > 5
assert abs(shift_percent(sloped)) < 2

grid = np.radians(np.arange(360))
edge = coupon_radius(grid) * np.exp(1j * grid)
segment = np.abs(np.roll(edge, -1) - edge)
contact_mm = np.mean([segment[c - 6:c + 6].sum() for c in CONTACT_DEGREES])
inset_mm = 0.1 * np.mean(coupon_radius(rad))
area_m2 = fine[3] * 1e-6
current_A = 1e-3
power_W = current_A**2 * wide[2]
cooling = 10.0             # W/(m^2 K), still air, rough; both faces cool
heating_K = power_W / (2 * cooling * area_m2)
temp_coeff = 5e-4          # 1/K, rough
oxide_ohm = 1e12 * 100e-9 / area_m2    # rough 1e12 ohm m, 100 nm thick
use_rise_K = 60.0
assert 100 * temp_coeff * heating_K < abs(shift_percent(wide))
assert Rs / oxide_ohm < 1e-5

print(f"Set sheet resistance: {set_sheet:.1f} ohm/sq")
print(f"Contact angles 1,2,3,4: {CONTACT_DEGREES.tolist()} degrees")
print(f"Coupon area: {fine[3]:.1f} mm^2")
print(f"Disc RA, flow solution / chord formula: "
      f"{disc_a:.3f} / {chord_a:.3f} ohm")
print(f"Disc RB, flow solution / chord formula: "
      f"{disc_b:.3f} / {chord_b:.3f} ohm")
print(f"Coupon reading RA: {RA:.3f} ohm")
print(f"Coupon reading RB: {RB:.3f} ohm")
print(f"Ratio of larger to smaller reading: {max(RA, RB)/min(RA, RB):.3f}")
for n, x in enumerate(trace):
    f_value = np.exp(-x * RA) + np.exp(-x * RB) - 1
    print(f"Newton {n}: x = {x:.10f} 1/ohm, pi/x = {np.pi/x:.6f} ohm/sq, "
          f"f = {f_value:.2e}")
print(f"Recovered sheet resistance: {Rs:.3f} ohm/sq")
print(f"exp(-pi RA/Rs), exp(-pi RB/Rs): {weight_a:.5f}, {weight_b:.5f}")
print(f"Relative error from mesh, fine: {fine_error:.2e}")
print(f"Relative error from mesh, coarse: {coarse_error:.2e}")
print(f"Error-law constant, observed / formula: "
      f"{observed:.5f} / {law:.5f} ohm")
for ratio, count in steps_for_ratio.items():
    print(f"Newton steps for reading ratio {ratio:g}: {count}")
print(f"Newton in Rs from {start:.1f} ohm/sq: next value "
      f"{bad_step:.1f} ohm/sq")
print(f"dRs/dRA, formula / difference: {sens_a:.5f} / {diff_a:.5f}")
print(f"dRs/dRB, formula / difference: {sens_b:.5f} / {diff_b:.5f}")
print(f"Film thickness: {thickness_nm:.1f} nm")
print(f"Resistivity: {resistivity:.2f} microohm cm")
print(f"Thickness uncertainty {thickness_error_nm} nm, in resistivity: "
      f"{100*thickness_error_nm/thickness_nm:.2f} %")
print(f"Shift of Rs, contacts {contact_mm:.2f} mm long (mean): "
      f"{shift_percent(wide):+.3f} %")
print(f"Shift of Rs, contacts {inset_mm:.2f} mm inside edge (mean): "
      f"{shift_percent(inset):+.3f} %")
print(f"Shift of Rs, hole of 0.2 times the outline: "
      f"{shift_percent(holed):+.2f} %")
print(f"Shift of Rs from centre value, thickness slope 2 % per 5 mm: "
      f"{shift_percent(sloped):+.3f} %")
print(f"Measuring current: {1e3*current_A:.1f} mA")
print(f"Two-terminal film resistance, long contacts: {wide[2]:.1f} ohm")
print(f"Heating power: {1e3*power_W:.3f} mW")
print(f"Air cooling coefficient (rough): {cooling:.0f} W/(m^2 K)")
print(f"Self-heating: {heating_K:.3f} K")
print(f"Temperature coefficient (rough): {temp_coeff:.1e} 1/K")
print(f"Shift of Rs from self-heating: {100*temp_coeff*heating_K:.4f} %")
print(f"Shift of Rs in use {use_rise_K:.0f} K warmer: "
      f"{100*temp_coeff*use_rise_K:.1f} %")
print(f"Resistance through 100 nm oxide (rough): {oxide_ohm:.1e} ohm")
print(f"Rs / oxide resistance: {Rs/oxide_ohm:.1e}")
print("done: every assertion held")
```

Output:

```
Set sheet resistance: 90.0 ohm/sq
Contact angles 1,2,3,4: [20, 80, 200, 260] degrees
Coupon area: 80.5 mm^2
Disc RA, flow solution / chord formula: 8.241 / 8.241 ohm
Disc RB, flow solution / chord formula: 39.713 / 39.714 ohm
Coupon reading RA: 8.938 ohm
Coupon reading RB: 37.717 ohm
Ratio of larger to smaller reading: 4.220
Newton 0: x = 0.0297137362 1/ohm, pi/x = 105.728631 ohm/sq, f = 9.28e-02
Newton 1: x = 0.0345598610 1/ohm, pi/x = 90.902931 ohm/sq, f = 5.84e-03
Newton 2: x = 0.0349072517 1/ohm, pi/x = 89.998281 ohm/sq, f = 2.67e-05
Newton 3: x = 0.0349088579 1/ohm, pi/x = 89.994140 ohm/sq, f = 5.67e-10
Newton 4: x = 0.0349088579 1/ohm, pi/x = 89.994140 ohm/sq, f = 0.00e+00
Newton 5: x = 0.0349088579 1/ohm, pi/x = 89.994140 ohm/sq, f = 0.00e+00
Recovered sheet resistance: 89.994 ohm/sq
exp(-pi RA/Rs), exp(-pi RB/Rs): 0.73197, 0.26803
Relative error from mesh, fine: 5.72e-05
Relative error from mesh, coarse: 2.29e-04
Error-law constant, observed / formula: 13.20493 / 13.20493 ohm
Newton steps for reading ratio 1: 1
Newton steps for reading ratio 2: 4
Newton steps for reading ratio 10: 6
Newton steps for reading ratio 100: 7
Newton steps for reading ratio 10000: 11
Newton in Rs from 450.0 ohm/sq: next value -770.6 ohm/sq
dRs/dRA, formula / difference: 3.95595 / 3.95595
dRs/dRB, formula / difference: 1.44857 / 1.44857
Film thickness: 20.0 nm
Resistivity: 179.99 microohm cm
Thickness uncertainty 0.5 nm, in resistivity: 2.50 %
Shift of Rs, contacts 1.07 mm long (mean): -0.697 %
Shift of Rs, contacts 0.49 mm inside edge (mean): -1.001 %
Shift of Rs, hole of 0.2 times the outline: +26.36 %
Shift of Rs from centre value, thickness slope 2 % per 5 mm: -0.055 %
Measuring current: 1.0 mA
Two-terminal film resistance, long contacts: 167.1 ohm
Heating power: 0.167 mW
Air cooling coefficient (rough): 10 W/(m^2 K)
Self-heating: 0.104 K
Temperature coefficient (rough): 5.0e-04 1/K
Shift of Rs from self-heating: 0.0052 %
Shift of Rs in use 60 K warmer: 3.0 %
Resistance through 100 nm oxide (rough): 1.2e+09 ohm
Rs / oxide resistance: 7.2e-08
done: every assertion held
```
